Why low calcium 3d states exaggerate oxygen deshielding

**What symmetry and dimensions require**

Consider an oxide ion with a filled 2p shell, surrounded by calcium ions with empty 3d orbitals. Angular momentum about the oxygen nucleus turns one 2p orbital into another. If all three are full, no excitation results and the paramagnetic shielding vanishes. An excitation becomes possible when 2p mixes with 3d, because the empty states then carry some oxygen 2p character.

Let T be the total p-d coupling and Δ the height of the 3d level above the 2p level. Take the orbitals as orthogonal and the angular momentum as local to each atom, so that T is the only quantity linking 2p and 3d. Reversing the signs of all d orbitals changes T to −T but cannot change the shielding, so the leading term for small T is proportional to T². In atomic units the shielding is α²⟨r⁻³⟩ times an inverse energy, where α is the fine-structure constant and ⟨r⁻³⟩ refers to the oxygen 2p orbital. Hence, for weak mixing,

σ^p ∝ −α²⟨r⁻³⟩ T²/Δ³.

The sign and the prefactor need a calculation; under these assumptions the third power does not. A p-d overlap Ω also changes sign with the d orbitals and allows a further term proportional to ΩT/Δ², so the third power is a property of the orthogonal model. One power of Δ comes from the excitation energy and two come from the mixing. A 3d level that lies too low therefore does more harm than an energy denominator alone suggests.

**From the magnetic energy to the Karplus-Pople formula**

For a field B along z and a nuclear moment μ along z, the terms linear in each are

h^B = L_z/2,  h^μ = α² L_z/r³,

with r and L measured from the nucleus. The shielding is defined by the energy −μ(1−σ)B, so σ is the coefficient of μB in the electronic energy. For a closed shell, second-order perturbation theory gives

E₂ = −2 Σ_ov |⟨v|B h^B + μ h^μ|o⟩|²/(ε_v−ε_o).

Here o and v are occupied and empty orbitals, and the 2 counts spin. The cross term of the square contributes another 2, and h^B contributes ½:

σ^p_zz = −2α² Σ_ov Re⟨o|L_z/r³|v⟩⟨v|L_z|o⟩/(ε_v−ε_o).

The diamagnetic part, from the square of the vector potential, is a ground-state average without energy denominators.

Using bare orbital energies assumes a semilocal functional that does not depend on the current. With real orbitals, a magnetic perturbation makes their first-order changes imaginary, so the density, and with it the potential, is unchanged to first order. Exact exchange depends on the whole density matrix and adds a coupled response.

When the product of matrix elements is positive, a smaller denominator makes σ^p more negative. Positivity is not guaranteed in general, since L_z/r³ and L_z are different operators.

Now replace all active excitation energies by one value ΔE. On oxygen 2p orbitals with a common radial function, L_z/r³ becomes ⟨r⁻³⟩L_O, where L_O acts on oxygen alone. In Pople's local approximation the other operator is L = Σ_A L_A, each atom contributing angular momentum about its own nucleus. Completeness gives Σ_v|v⟩⟨v| = 1 − Σ_o|o⟩⟨o|. With the bond-order matrix P = 2Σ_o|o⟩⟨o|,

σ^p_zz = −2α²⟨r⁻³⟩ q/ΔE,

q = ½Tr(P L_O L) − ¼Tr(P L_O P L).

This is the Karplus-Pople form. If L is restricted to oxygen and each 2p orbital holds p electrons, then q = p − p²/2 = p(2−p)/2, a product of electrons and holes. It vanishes for the full shell, p = 2, as required.

The gap in question belongs to magnetically active excitations. It is not the fundamental gap. Even the exact Kohn-Sham gap differs from that by the derivative discontinuity, so a Kohn-Sham gap below the fundamental gap does not by itself prove a shielding error.

**Oxygen with six calcium neighbours**

Place calcium at ±x, ±y and ±z, with orthogonal orbitals, the 2p level at zero and all 3d levels at Δ. Let t_σ couple a p orbital to the d orbital pointing along the bond, and t_π couple the sideways pair. The orbital p_x has σ coupling to two neighbours and π coupling to four. It therefore meets one normalized d combination D_x with

T² = 2t_σ² + 4t_π².

The two-level problem has energies (Δ ± E)/2, where

E = √(Δ² + 4T²).

Its states are c p_x − s D_x (occupied) and s p_x + c D_x (empty), with c = cos θ, s = sin θ and sin 2θ = 2T/E. Therefore sc = T/E. The y and z orbitals behave alike.

Since L_z = −i(x∂_y − y∂_x), we have L_z x = iy and ⟨p_y|L_z|p_x⟩ = i. Write the corresponding calcium element as ⟨D_y|Σ L_Ca|D_x⟩ = iλ. For the excitation from the occupied x state to the empty y state,

⟨v|L_O|o⟩ = i sc,
⟨v|L|o⟩ = i(sc − scλ) = i sc(1−λ).

The product in the shielding formula is s²c²(1−λ). The excitation from y to x gives the same amount, so q = 2s²c²(1−λ) = 2(1−λ)T²/E². Non-bonding d combinations have no oxygen amplitude and contribute nothing.

The value of λ follows atom by atom. The amplitudes below are written for the atoms at +x, +y and +z. At the opposite atoms the amplitudes in D_x and D_y both change sign, so their products are the same:

- At ±x, D_x contains t_σ/T of the orbital ½(2x²−y²−z²), and D_y contains t_π/T of √3xy. Acting with L_z on the first gives 3ixy = i√3(√3xy), so each atom contributes √3t_σt_π/T².
- At ±y the roles are exchanged. L_z turns √3xy into −i√3(x²−y²), which is −2i times the normalized orbital (√3/2)(x²−y²). The overlap of that orbital with ½(2y²−x²−z²) is −√3/2. The element is again i√3, and each atom again contributes √3t_σt_π/T².
- At ±z, L_z takes xz into iyz, and each atom contributes t_π²/T².

Adding the six atoms,

λ = (4√3 t_σt_π + 2t_π²)/T².

With ΔE = E, the result for this model is

σ^p = −4α²⟨r⁻³⟩(1−λ)T²/E³.

Cubic symmetry makes it the same for every field direction. It agrees with direct diagonalization of all 33 orbitals at four parameter sets.

The sign of λ matters. Facing lobes of equal sign lower the energy, so t_σ is negative. For calcium at +z, the part of d_xz nearest oxygen has the opposite sign to p_x, so t_π is positive. Then

1−λ = (2t_σ² − 4√3t_σt_π + 2t_π²)/T²

is positive, and σ^p deshields. If the couplings had equal signs, the middle term could reverse the result. The rule "smaller gap, more deshielding" thus rests on the bonding pattern as well as on the denominator.

**How large the error is**

Take Δ = 9 eV, t_σ = −1 eV, t_π = 0.45 eV and ⟨r⁻³⟩ = 30 Å⁻³. These are round model values, not fitted to calcium oxide. Then

T² = 2 + 4(0.2025) = 2.81 eV²,
λ = (−3.118 + 0.405)/2.81 = −0.965,
E = √(81 + 11.24) = 9.604 eV,
q = 2(1.965)(2.81)/92.24 = 0.1197.

The negative λ almost doubles the deshielding that oxygen angular momentum alone would give. In the chosen units α² becomes 2.147×10⁻⁴ Å³ eV, and

σ^p = −2(2.147×10⁻⁴)(30)(0.1197)/9.604 = −161 ppm.

Lower the 3d level by 1 eV, so that Δ = 8 eV and E = 8.674 eV. Changing the denominator alone gives

−160.6 × 9.604/8.674 = −178 ppm.

The mixing factor q also grows, by (9.604/8.674)², and the full result is −218 ppm. Of the 57 ppm error, about 17 ppm comes from the denominator and 40 ppm from the added mixing. Relative to the true deshielding in the model, an 11% error in Δ has become a 36% error.

Since σ^p depends on Δ through (Δ²+4T²)^(−3/2), the local sensitivity is

−d ln|σ^p|/d ln Δ = 3Δ²/(Δ²+4T²).

It approaches 3 for weak mixing and is 2.63 at Δ = 9 eV. Holding q fixed would give Δ²/(Δ²+4T²), so the change in mixing triples the sensitivity at every Δ. The full value exceeds 1, the exponent of a simple 1/Δ law, when Δ² > 2T². At Δ = 2 eV with the same couplings it is 0.79. In the limit Δ → 0, E tends to 2T and the deshielding stays finite:

σ^p → −α²⟨r⁻³⟩(1−λ)/(2T).

The cubic law therefore belongs to the ionic side of the model. It also relies on orthogonal orbitals. Atomic O 2p and Ca²⁺ 3d functions at 2.4 Å have a total overlap near 0.22, larger than T/E = 0.175. Including it in the same model, with the couplings measured relative to the 2p level, gives σ^p near −287 ppm, and the sensitivity at Δ = 9 eV becomes about 1.9 if the 2p level moves and 2.9 if the 3d level moves. It stays well above 1 in both cases, but its value is not universal.

**When the regression slope leaves minus one**

Use δ = σ_ref − σ for the true shift, with a fixed reference, and plot computed shielding vertically against δ. Perfect calculations give slope −1. If the computed shielding is σ + e, the least-squares slope is

m = Cov(σ+e, δ)/Var(δ) = −1 − Cov(e, σ)/Var(σ),

because δ differs from −σ by a constant. A constant error leaves m = −1 and moves the intercept. If e becomes more negative as σ does, the covariance is positive and the line is steeper than −1.

To relate this to gaps, suppose σ = σ_d − A/Δⁿ with constant σ_d, and let every computed gap be Δ−η. Define k = Δ/(Δ−η). If the strength A varies through the series at common Δ, the errors share one factor and

m = −kⁿ.

If Δ varies at fixed A, the true and computed changes are nA dΔ/Δⁿ⁺¹ and nA dΔ/(Δ−η)ⁿ⁺¹. The local slope is

m = −kⁿ⁺¹.

The exponent n is 1 for a fixed numerator and 3 for weak p-d mixing in the orthogonal model. For 9 eV lowered to 8 eV, k = 1.125. The slopes are −1.13 and −1.27 for n = 1, and −1.42 and −1.60 for n = 3. Regressions on diagonalized weak-mixing data reproduce the last two.

At finite mixing, six model compounds with couplings scaled from 0.5 to 1.0 give m = −1.34. This is shallower than the weak-mixing value because the error factor falls as mixing grows: it is 65.15/46.37 = 1.41 for the least deshielded compound and 218.04/160.63 = 1.36 for the most deshielded one. When the factor varies along the series, the slope also contains its rate of change, so m need not lie between these two ratios.

One faulty compound can imitate a general trend. If the most deshielded member alone has its 3d level too low, m = −1.37, even steeper than when all six are wrong. If the least deshielded member alone is wrong, m = −0.89. Too small a gap can therefore flatten the line as well as steepen it.

If the axes are exchanged, the new slope m′ satisfies mm′ = r², where r is the correlation coefficient. It equals 1/m when the points lie on a line. Scatter lowers its magnitude, so the plotted direction must be stated before slopes are compared.

**A molecular test of the 3d mechanism**

Semilocal functionals leave part of an electron's repulsion with itself in the potential. This tends to raise localized occupied levels such as O 2p relative to empty Ca 3d. That is the proposed origin of the small separation; the numbers here test its consequence, not its size in a solid.

The test uses linear Ca(OH)₂ with the PBE functional, Ca-O = 2.00 Å and O-H = 0.95 Å. A potential V = S Σ|d⟩⟨d| raises the five calcium 3d orbitals by S, and the orbitals are then made self-consistent. The gauge origin is at oxygen.

The potential is nonlocal and needs its own magnetic term. Let D point from oxygen to calcium. Moving the gauge origin from calcium to oxygen adds ½B×D = ∇χ to the vector potential, with χ = ½r·(B×D). Since p+∇χ = e^(−iχ)p e^(iχ), the potential becomes e^(−iχ)V e^(iχ). Its linear term is −i[χ,V], and −χ = ½B·(r×D), so

h_V = (i/2) B·[r×D, V].

Without this term the answer would depend on the gauge origin even in a complete basis.

Raising the 3d orbitals by 0, 1.5 and 3 eV changes σ^p from −247 to −204 and −166 ppm. The diamagnetic part changes by less than 0.4 ppm. The total shielding rises from 276 to 319 and 357 ppm, or 81 ppm for the full 3 eV. Low 3d states do cause additional oxygen deshielding in this calculation.

The lowest gap moves the other way, from 3.83 to 3.65 eV. Judged by that gap, deshielding should have increased. The mean empty 3d energy above the highest occupied orbital is more informative: it rises from 7.44 to 9.04 eV. If every denominator scaled with this mean, −247 ppm would become about −203 ppm, not −166 ppm. The projected 3d population falls from 1.11 to 0.78 over the same range. Both facts are consistent with reduced mixing as a second cause. The magnetic term h_V also contributes, about 8 ppm of the 81, and a mean energy cannot separate these contributions rigorously. The population includes oxygen tails that overlap the 3d orbitals and is not a calcium charge.

The mean 3d level rises by only about half the imposed shift. Mixing explains a small part of the shortfall: in the two-level model the separation E of the mixed levels changes by Δ/E times a small change in Δ, and this factor is close to one for weak mixing. Most of the shortfall comes from self-consistent relaxation of the potential.

The calculation omits relativity, vibration and the crystal environment, and neglects the coupling of the nuclear dipole field to the distant projector. In its finite basis the absolute shieldings still depend on the gauge origin: placing it at calcium lowers the unshifted total from 276 to about 207 ppm, while the 3 eV change moves only from 81 to 74 ppm. A quadruple-zeta basis gives totals of about 270 and 353 ppm and a change of 82 to 83 ppm for the two origins; it lowers the mean 3d energies by about 0.3 eV and raises the lowest gaps by about 0.08 eV. The change produced by the shift is therefore more reliable than the values themselves, and is uncertain by several ppm. It establishes a direction and a scale for this molecule, not a correction for calcium oxide.

**What to do in practice**

First inspect residuals by chemical family, and repeat the regression without the calcium compounds. If the slope returns to −1 within its uncertainty, the remaining compounds give no evidence for a common correction of all gaps. A partial return does not decide the matter: even when every gap has the same error, the compounds with the smallest gaps can steepen the line most. An empirical slope can absorb an error factor shared by a whole series. It cannot repair a calcium-specific error without disturbing compounds that were right.

Next shift the calcium 3d level by a small known amount and recompute the oxygen shielding. A strong response identifies the sensitive channel, even when the band gap hardly changes. In a PAW or ultrasoft calculation the shift can be placed in the nonlocal d channel, provided the magnetic commutator includes it. A rigid upward shift of all empty states after the ground-state calculation is not equivalent: it changes denominators but leaves the excessive p-d mixing in the orbitals.

If a shift is adopted as a correction, fix it on one set of calcium compounds and judge it on others. Check the structure and the diamagnetic term as well. A shift chosen to match a single oxygen signal may be compensating for a wrong geometry, basis or reference. The values behind these estimates are in the numerical output.

Calculated quantities

```
MODEL OXYGEN SITE
true d-p separation: 9.00 eV
too low d-p separation: 8.00 eV
sigma coupling: -1.00 eV; pi coupling: 0.45 eV
inverse-cube radius: 30.0 1/angstrom^3
total coupling T: 1.6763 eV; lambda: -0.9654
lowest gap, true separation: 9.3021 eV
active energy, true: 9.6042 eV; low: 8.6741 eV
angular factor q: 0.11975
paramagnetic shielding, true separation: -160.63 ppm
same, denominator alone changed: -177.86 ppm
same, full effect of low d levels: -218.04 ppm
oxygen shielding error: -57.41 ppm
sensitivity exponent at true separation: 2.6344
sensitivity exponent at 2 eV separation: 0.7874
REGRESSION SLOPES, computed shielding against true shift
gap ratio k: 1.1250
fixed numerator, strength varies: -1.1250
fixed numerator, gap varies: -1.2656
weak mixing, coupling varies: -1.4236
weak mixing, gap varies: -1.6015
coupling scale range: 0.50 to 1.00
true series (ppm): -46.37 -65.32 -86.66 -109.96 -134.77 -160.63
low-d series (ppm): -65.15 -91.27 -120.33 -151.61 -184.41 -218.04
finite mixing, all gaps too small: -1.3383
only most deshielded compound wrong: -1.3729
only least deshielded compound wrong: -0.8897
constant shielding error: -1.0000
PBE Ca(OH)2, oxygen nucleus
Ca-O: 2.00 angstrom; O-H: 0.95 angstrom
3d raised by 0.0 eV: mean empty 3d above HOMO 7.442 eV, lowest gap 3.830 eV
  3d population 1.1127; paramagnetic -246.63 ppm; diamagnetic 522.62 ppm; total 275.99 ppm
3d raised by 1.5 eV: mean empty 3d above HOMO 8.188 eV, lowest gap 3.741 eV
  3d population 0.9354; paramagnetic -203.60 ppm; diamagnetic 522.81 ppm; total 319.21 ppm
3d raised by 3.0 eV: mean empty 3d above HOMO 9.041 eV, lowest gap 3.651 eV
  3d population 0.7779; paramagnetic -166.06 ppm; diamagnetic 522.96 ppm; total 356.90 ppm
total shielding change for 3 eV: 80.92 ppm
```
